# WKB transmission through an exponential contact barrier to a two-dimensional semiconductor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exponent and where it comes from

### Definitions and conventions

A metal fills \(x<0\), and a two-dimensional semiconductor sheet occupies \(x>0\). In the sheet the conduction-band edge follows

\[
V(x)=\Phi e^{-x/\lambda},\qquad x>0 .
\]

The zero of energy is the asymptotic band edge \(V(\infty)\), \(\Phi>0\) is the barrier height at the contact and \(\lambda\) is the decay length. The electron has one isotropic effective mass \(m\) in the sheet. The metal has mass \(m_M\) and a flat potential.

The contact is uniform along its width, the \(y\) direction, so \(\Psi=e^{ik_yy}\psi(x)\). The derivative in \(y\) contributes the constant \(\hbar^2k_y^2/2m\), which moves to the energy side of the equation:

\[
-\frac{\hbar^2}{2m}\psi''+V\psi=\varepsilon\psi,\qquad
\varepsilon=E-\frac{\hbar^2k_y^2}{2m}.
\]

The longitudinal energy \(\varepsilon\) therefore decides how the electron tunnels. If the total energy \(E\) is zero, then \(\varepsilon=0\) for \(k_y=0\) and \(\varepsilon<0\) otherwise. For \(\varepsilon<0\) no wave propagates at large \(x\) and nothing is transmitted.

Two wave numbers are used throughout:

\[
\kappa_0=\frac{\sqrt{2m\Phi}}{\hbar},\qquad
k=\frac{\sqrt{2m\varepsilon}}{\hbar}.
\]

The transmission \(T\) is the transmitted particle current divided by the incident one. The WKB exponent \(S\) is defined by the exponential part of the transmission, \(T\sim e^{-S}\), without its prefactor. The claim to be derived is that at \(\varepsilon=0\)

\[
S_0=\frac{4\lambda\sqrt{2m\Phi}}{\hbar}.
\]

An exponent is not yet a transmission. The simplest barrier already shows the difference.

### The simple case: a uniform barrier

Let the band edge be \(\Phi\) for \(0<x<a\) and zero beyond, with \(0<\varepsilon<\Phi\). Inside the barrier \(\psi''=\kappa^2\psi\), where \(\kappa^2=\kappa_0^2-k^2\). Beyond it, take the outgoing wave \(\psi=e^{ik(x-a)}\). Inside, write

\[
\psi=\alpha e^{-\kappa(x-a)}+\beta e^{\kappa(x-a)} .
\]

Continuity of \(\psi\) and \(\psi'\) at \(x=a\), where the mass does not change, gives \(\alpha+\beta=1\) and \(\kappa(\beta-\alpha)=ik\). Subtracting the second equation, divided by \(\kappa\), from the first gives

\[
\alpha=\frac12\left(1-\frac{ik}{\kappa}\right),\qquad
|\alpha|^2=\frac14\left(1+\frac{k^2}{\kappa^2}\right).
\]

At the metal, for \(\kappa a\gg1\), the first term dominates. Hence \(\psi(0)\simeq\alpha e^{\kappa a}\) and \(\psi'(0)\simeq-\kappa\psi(0)\).

In the metal \(\psi=Ae^{iqx}+Be^{-iqx}\). The current is \((\hbar/m)\,\mathrm{Im}(\psi^*\psi')\), so it is continuous if \(\psi\) and \(\psi'/m\) are. These two conditions read

\[
A+B=\psi(0),\qquad \frac{iq}{m_M}(A-B)=\frac{\psi'(0)}{m}.
\]

Solving the second for \(A-B\), adding the first and halving,

\[
A=\frac12\left[\psi(0)+\frac{m_M}{iqm}\psi'(0)\right].
\tag{1}
\]

Define the velocities \(v=\hbar k/m\), \(v_M=\hbar q/m_M\) and \(v_b=\hbar\kappa/m\). The last measures the slope of a decaying wave and is not a speed of travel. With \(\psi'(0)=-\kappa\psi(0)\) and \(-1/i=i\), equation (1) gives

\[
|A|^2=\frac14|\psi(0)|^2\left(1+\frac{v_b^2}{v_M^2}\right).
\]

The outgoing amplitude is one, so \(T=v/(v_M|A|^2)\). Inserting \(|\psi(0)|^2=|\alpha|^2e^{2\kappa a}\) and \(k/\kappa=v/v_b\),

\[
T\simeq
\frac{16\,v\,v_M}{(1+v^2/v_b^2)(v_M^2+v_b^2)}\,e^{-2\kappa a}.
\]

As \(\varepsilon\to0\) the exponent tends to the finite value \(2\kappa_0a\), but \(T\) tends to zero because \(v\) does. The wave penetrates the barrier, yet at the edge it cannot carry current away on the far side. The exponent thus describes the attenuation, and a separate factor describes the escape. The same separation will appear for the exponential barrier.

### Generalization to a slowly varying barrier

For a barrier that varies with position, let \(\kappa(x)=\sqrt{2m[V(x)-\varepsilon]}/\hbar\). Write a decaying solution through its logarithmic slope, \(\psi'=-p\psi\). Differentiating once more,

\[
\psi''=-p'\psi-p\psi'=(p^2-p')\psi .
\]

The Schrödinger equation \(\psi''=\kappa^2\psi\) becomes

\[
p^2=\kappa^2+p' .
\]

If \(\kappa\) varies slowly, \(p'\) is small and \(p\simeq\kappa\). Putting this into the small term and expanding the square root,

\[
p\simeq\sqrt{\kappa^2+\kappa'}\simeq\kappa+\frac{\kappa'}{2\kappa}.
\]

Integration of \(\psi'/\psi=-p\) gives the WKB form

\[
\psi(x)\propto\frac{1}{\sqrt{\kappa(x)}}
\exp\left[-\int_0^x\kappa(x')\,dx'\right].
\]

The step requires \(|\kappa'|\ll\kappa^2\), which is the same as

\[
\left|\frac{d}{dx}\frac1\kappa\right|\ll1 .
\]

The decay length \(1/\kappa\) must change little over its own extent. Since a current is quadratic in the amplitude, the exponent is twice the integral over the forbidden region:

\[
S=2\int_{V>\varepsilon}\kappa(x)\,dx .
\tag{2}
\]

For constant \(\kappa\) over a width \(a\) this returns \(2\kappa a\), as found above.

### The exponential barrier at the band edge

At \(\varepsilon=0\) the square root halves the rate of decay:

\[
\kappa(x)=\frac{\sqrt{2m\Phi e^{-x/\lambda}}}{\hbar}
=\kappa_0e^{-x/(2\lambda)} .
\]

The barrier exceeds the energy at every finite \(x\), so the turning point lies at infinity. The integral is nevertheless finite:

\[
\int_0^\infty\kappa_0e^{-x/(2\lambda)}dx=2\lambda\kappa_0 .
\]

Equation (2) then gives

\[
S_0=2(2\lambda\kappa_0)=4\lambda\kappa_0
=\frac{4\lambda\sqrt{2m\Phi}}{\hbar}.
\tag{3}
\]

One factor of two comes from squaring the amplitude. The other comes from \(\kappa\) decaying over \(2\lambda\) while the potential decays over \(\lambda\). As far as the exponent is concerned, the barrier equals a uniform one of height \(\Phi\) and width \(2\lambda\).

A comparison shows the weight of the tail. A triangular barrier with the same height and the same initial slope, \(V=\Phi(1-x/\lambda)\), ends at \(x=\lambda\). Its exponent is

\[
2\kappa_0\int_0^\lambda\sqrt{1-\frac{x}{\lambda}}\,dx
=\frac43\lambda\kappa_0=\frac{S_0}{3}.
\]

Replacing the exponential by its initial tangent would therefore lose two thirds of the exponent at the band edge.

For numbers, take \(\Phi=0.30\) eV, \(\lambda=1.5\) nm and \(m=0.45\,m_e\), with \(m_e\) the free-electron mass. These are rough values in the regime of a metal edge contact to gated monolayer MoS\(_2\). With \(\hbar^2/2m_e=0.0381\) eV nm\(^2\),

\[
\kappa_0=\sqrt{\frac{0.45\times0.30}{0.0381}}\ \mathrm{nm}^{-1}
=1.882\ \mathrm{nm}^{-1},
\]
\[
S_0=4\times1.5\times1.882=11.29,\qquad e^{-S_0}=1.24\times10^{-5}.
\]

From (3), \(\delta S_0/S_0=\delta\lambda/\lambda+\delta m/2m+\delta\Phi/2\Phi\) for small changes. A change of 10% in \(\lambda\), with \(m\) and \(\Phi\) fixed, shifts \(S_0\) by 1.13 and the exponential by a factor of about three.

### Where the approximation fails

Introduce the dimensionless variable

\[
z(x)=2\lambda\kappa(x)=z_0e^{-x/(2\lambda)},\qquad z_0=2\lambda\kappa_0 .
\]

Since \(1/\kappa\) grows as \(e^{x/(2\lambda)}\), its derivative is

\[
\frac{d}{dx}\frac1\kappa=\frac{1}{2\lambda\kappa}=\frac1z .
\]

The WKB condition is \(z\gg1\). For \(z_0\gg1\) it holds near the contact, but it fails in the tail, however thick the barrier is. The measure reaches one at

\[
x_*=2\lambda\ln z_0 .
\]

The exponent still to be collected beyond any point \(x\) is \(2\int_x^\infty\kappa\,dx'=4\lambda\kappa(x)=2z(x)\). Beyond \(x_*\) it equals 2, whatever the values of \(\lambda\), \(m\) and \(\Phi\), provided \(z_0>1\). The doubtful region thus holds a fixed amount of the WKB exponent, not a fixed fraction, and has no share in the growth of \(S_0\) with \(\lambda\). The factor it contributes to the transmission cannot be read from WKB. The second half derives that factor from the exact wave function and finds that it vanishes at the edge.

In the example \(z_0=5.65\) and \(x_*=3.0\ln5.65=5.2\) nm. A remainder of 2 out of 11.3 is not small, so the prefactor needs attention.

### Energies above the edge

For \(0<\varepsilon<\Phi\) the turning point is \(x_t=\lambda\ln(\Phi/\varepsilon)\). The required integral is

\[
J=\int_0^{x_t}\sqrt{\Phi e^{-x/\lambda}-\varepsilon}\,dx .
\]

Let \(w\) be the square root. Then \(w^2+\varepsilon=\Phi e^{-x/\lambda}\), and differentiation gives \(2w\,dw=-(w^2+\varepsilon)dx/\lambda\). As \(x\) runs from 0 to \(x_t\), \(w\) runs from \(w_0=\sqrt{\Phi-\varepsilon}\) to 0. The minus sign reverses these limits:

\[
J=2\lambda\int_0^{w_0}\frac{w^2}{w^2+\varepsilon}\,dw
=2\lambda\left[w_0-\sqrt\varepsilon\arctan\frac{w_0}{\sqrt\varepsilon}\right].
\]

The angle whose tangent is \(\sqrt{(\Phi-\varepsilon)/\varepsilon}\) has cosine \(\sqrt{\varepsilon/\Phi}\). Therefore

\[
S(\varepsilon)=\frac{4\lambda\sqrt{2m}}{\hbar}
\left[\sqrt{\Phi-\varepsilon}
-\sqrt\varepsilon\arccos\sqrt{\frac{\varepsilon}{\Phi}}\right].
\tag{4}
\]

Direct quadrature of (2) agreed with (3) to one part in \(10^7\) and with (4) to one part in \(10^5\). It was run for three sets \((\Phi,\lambda,m/m_e)\), namely (0.3 eV, 1.5 nm, 0.45), (0.7 eV, 0.8 nm, 0.2) and (0.1 eV, 4 nm, 1), with \(\varepsilon/\Phi=0.05\), 0.3 and 0.8 for (4).

Both ends of the energy range can be checked by hand. Put \(r=\sqrt{\varepsilon/\Phi}=k/\kappa_0\), so that \(S=S_0[\sqrt{1-r^2}-r\arccos r]\). For small \(r\), \(\sqrt{1-r^2}\simeq1-r^2/2\) and \(\arccos r\simeq\pi/2-r\). Hence

\[
S\simeq S_0\left(1-\frac{\pi r}{2}+\frac{r^2}{2}\right)
=S_0-\pi\nu+\frac{S_0r^2}{2},\qquad \nu=2\lambda k .
\tag{5}
\]

The middle term follows from \(4\lambda\kappa_0\cdot\pi k/(2\kappa_0)=2\pi\lambda k\). The exponent falls as \(\sqrt\varepsilon\), with infinite slope at the edge. Of the leading drop \(\pi\nu\), the part \(2z(x_t)=2\nu\) is the tail removed beyond the turning point. The remaining \((\pi-2)\nu\) comes from the smaller \(\kappa\) before it.

Near the top, put \(\varepsilon=\Phi(1-\delta)\) with \(\delta\ll1\). Using \(\arctan u\simeq u-u^3/3\), the bracket in (4) becomes \(w_0^3/(3\varepsilon)\simeq\sqrt\Phi\,\delta^{3/2}/3\), so \(S\simeq S_0\delta^{3/2}/3\). A triangle of slope \(\Phi/\lambda\) and remaining height \(\Phi\delta\) gives

\[
2\kappa_0\int_0^{\lambda\delta}\sqrt{\delta-\frac{x}{\lambda}}\,dx
=\frac43\lambda\kappa_0\delta^{3/2}=\frac{S_0}{3}\delta^{3/2}.
\]

The two agree. The tangent approximation is sound near the top and poor near the band edge.

### Why the barrier decays exponentially

Suppose the sheet lies midway between two gates at distance \(d\) from its faces, in an insulator of dielectric constant \(K_{ox}\), and contains no free charge. Let \(\eta\) be the height above the sheet, \(t\) its thickness and \(K_s\) its in-plane dielectric constant. Measured from its value far from the contact, the potential energy vanishes on the gates. The form

\[
e^{-px}\sin[p(d-|\eta|)]
\]

obeys Laplace's equation in the insulator and vanishes at \(|\eta|=d\). Gauss's law integrated across the thin sheet requires

\[
K_{ox}\left[\partial_\eta V(0^+)-\partial_\eta V(0^-)\right]+K_st\,\partial_x^2V=0 .
\]

The slopes above and below the sheet are \(\mp p\cos(pd)\), and \(\partial_x^2\) gives \(p^2\). After division by \(p\cos(pd)\),

\[
K_st\,p\tan(pd)=2K_{ox}.
\]

The smallest root \(p_1\) gives the slowest decay, \(\lambda=1/p_1\). For \(K_st\to0\) it tends to \(2d/\pi\). For \(d=2\) nm, \(K_{ox}=20\), \(K_s=15\) and \(t=0.65\) nm, it gives \(\lambda=1.43\) nm, close to the round 1.5 nm of the example.

Near the contact the higher roots also matter. If the metal end face holds the potential energy at \(\Phi\) over the whole height \(|\eta|<d\), the profile in the sheet is a sum of exponentials whose amplitudes add to \(\Phi\). The numerical solution gives the slowest one an amplitude of \(1.26\,\Phi\). With \(\Phi\) and \(m\) as before, the full profile has \(S=11.8\) at the band edge. A single exponential of height \(\Phi\) and length 1.43 nm has 10.7. The pure exponential thus underestimates the exponent of this geometry by about 9% of the full value.

## Second half: the transmission itself

### Symbols and results carried over

The barrier is \(V=\Phi e^{-x/\lambda}\) for \(x>0\), and \(\varepsilon\) is the longitudinal energy above its asymptotic edge. The wave numbers are \(\kappa_0=\sqrt{2m\Phi}/\hbar\) at the contact and \(k=\sqrt{2m\varepsilon}/\hbar\) far away. Their dimensionless forms are \(z_0=2\lambda\kappa_0\) and \(\nu=2\lambda k\). The metal wave number is \(q\), its mass is \(m_M\), and the velocities are \(v=\hbar k/m\) and \(v_M=\hbar q/m_M\).

The WKB exponent at the edge is \(S_0=4\lambda\kappa_0=2z_0\). Above the edge, equation (4) in these symbols is

\[
S=2\left[\sqrt{z_0^2-\nu^2}-\nu\arccos\frac{\nu}{z_0}\right],
\tag{6}
\]

with \(S\simeq S_0-\pi\nu\) for small \(\nu\). WKB fails in the tail near the edge, so the prefactor has to come from a solution that does not use it. The incident amplitude follows from equation (1).

The WKB exponent of the exponential barrier is now known at the band edge, where it is \(S_0=4\lambda\kappa_0\), and above it, but WKB fails in the tail near the edge and cannot supply the prefactor. It remains to find the transmission itself from the exact wave function and to show that it vanishes at the edge.

Numerical values quoted here were computed with a short program.
